Permittivity of equal 90 degree twins: arithmetic and harmonic means, part 2

A tetragonal ferroelectric is divided by 90° walls into flat layers, or twins, of equal thickness. The walls are taken as fixed, thin and free of charge. We seek the relative permittivities ε_n along the wall normal n and ε_t along t, which lies in the walls and in the plane of the polar axes; b is the third axis. The first twin has polar axis p₁ = (n + t)/√2, transverse axis a₁ = (n − t)/√2 and spontaneous polarization P_s along p₁. Reflection of t gives the second.

E and D are the changes caused by the applied field, and ⟨ ⟩ is an average over the stack. E_t and D_n are continuous at the walls. A single domain has permittivity ε_c along its polar axis and ε_a across it. With m = (ε_a + ε_c)/2 and q = (ε_c − ε_a)/2, each twin has ε_nn = ε_tt = m. Purely dielectric twins give the arithmetic mean ε_n = m and the harmonic mean

ε_t = 2ε_aε_c/(ε_a + ε_c).

If the first twin occupies a fraction f,

ε_nt = (2f − 1)q,
ε_tt = m − 4f(1 − f)q²/m.

For strain S, stress T, stiffness c, piezoelectric tensor e and clamped (zero-strain) permittivity ε^S,

T = cS − eᵀE,  D = eS + ε0ε^S E.

The stress-free permittivity is ε^T. With fields in GV/m, stresses are in GPa and ε0 = 8.854 × 10⁻³ C/m² per GV/m.

The barium titanate example (index 3 polar) has clamped ε_a = 2200 and ε_c = 60; c11 = 220, c12 = c13 = 110, c33 = 150 and c44 = 60 GPa; e31 = −0.7, e33 = 6.7 and e15 = 34 C/m². Its stress-free constants, 4376 and 136, give ε_n = 2256 and ε_t ≈ 264.

May stress-free constants be used in bonded twins? At a wall S_tt, S_bb, S_tb, T_nn, T_nt and T_nb must match, while S_nn, S_nt and S_nb may jump.

Take a field along n and suppose both twins free of stress. Reflection of t turns the first twin into the second, including its polarization, and leaves the field unchanged. The strains of the twins are therefore mirror images: S_tt and S_bb agree, and S_nt has opposite signs, which is allowed. S_tb and S_nb vanish, because each twin and the field are unchanged when b is reflected. The stress-free twins fit together, and the arithmetic mean holds with stress-free constants.

For a field along t the same reflection turns the local field (E_n, E_t) of the first twin into (E_n, −E_t), which is minus the field (−E_n, E_t) of the second. The strains are linear in the field, so the second twin has minus the mirrored strain of the first. Free twins would have opposite S_tt and opposite S_bb, and these do not match. Matching forces both to zero. S_nn is opposite in the two twins, which is allowed, and S_nt is equal in them. T_nn would be opposite and must be continuous, so it vanishes. T_nt is equal in both and vanishes when the mean stress is zero. D_n would also be opposite and is continuous, so D_n = 0.

Each layer therefore responds with S_tt = S_bb = 0 and with S_nn and S_nt free. Write s = S_nn and γ = 2S_nt, and let index 1 be the axis a₁ of the first twin. With n = (p₁ + a₁)/√2 and t = (p₁ − a₁)/√2, the strains in crystal axes are

S₁ = (s − γ)/2,  S₃ = (s + γ)/2,  S₅ = s,

where S₅ = 2S₁₃ is the shear strain that couples to e15. The elastic energy density is half of

c11S₁² + 2c13S₁S₃ + c33S₃² + c44S₅² = 207.5s² − 35sγ + 37.5γ²,

in GPa. The piezoelectric energy is −s(34E₁ + 3.0E₃) − 3.7γE₃, because (e33 + e31)/2 = 3.0 and (e33 − e31)/2 = 3.7 C/m². Setting the derivatives with respect to s and γ to zero gives

207.5s − 17.5γ = 34E₁ + 3.0E₃,
−17.5s + 37.5γ = 3.7E₃.

The determinant is 207.5 × 37.5 − 17.5² = 7475, and the solution is

s = [37.5(34E₁ + 3.0E₃) + 17.5 × 3.7E₃]/7475,
γ = [17.5(34E₁ + 3.0E₃) + 207.5 × 3.7E₃]/7475.

The added displacements are 34s along axis 1 and 3.0s + 3.7γ along axis 3. Divided by ε0 and added to the clamped values, they give the layer permittivity

ε₁₁ = 2200 + 655 = 2855,
ε₃₃ = 60 + 54 = 114,
ε₁₃ = 91.

With D_n = 0, the normal field is −(ε_nt/ε_nn)E_t, and the permittivity along t is ε_tt − ε_nt²/ε_nn. This is the determinant of the tensor in the n–t plane divided by ε_nn, and the determinant is the same in any axes. Since ε_nn = (ε₁₁ + ε₃₃)/2 + ε₁₃ ≈ 1575,

ε_t = (ε₁₁ε₃₃ − ε₁₃²)/ε_nn ≈ 201.

This is 24% below the harmonic mean of the stress-free constants. The size of the reduction depends on the input constants. With c11 = 275.1, c12 = 178.9, c13 = 151.6, c33 = 164.8 and c44 = 54.3 GPa, e31 = −2.69, e33 = 3.65 and e15 = 21.3 C/m², and clamped permittivities 1970 and 109, it is 15%. The normal field that accompanies 0.1 kV/cm along t also falls, from 0.094 to 0.087 kV/cm, since ε_nt = (ε₃₃ − ε₁₁)/2 ≈ −1370 in the first twin. A calculation with the full elastic and piezoelectric tensors, imposing the continuity conditions and zero mean stress, gave 2256 along n and 201.1 along t. It was tested against the arithmetic mean and against the constrained-layer formula, and agreed with each to one part in 10⁸.

The sign of the correction is general within linear response. For a given field, the strain minimizes

½S·cS − S·eᵀE − ½ε0E·ε^S E.

With all strains free, the minimum is −½ε0E·ε^T E. With some strains held at zero the minimum cannot be lower, so the permittivity for every field direction is at most the stress-free one and at least the clamped one. The value along t is the minimum of E·εE over E_n at E_t = 1, and such a minimum keeps this order. Hence ε_t lies between the harmonic mean of the clamped constants, here 117, and that of the stress-free constants, 264.

Frequency decides which constants apply. With the shear velocity √(c44/ρ) and a density ρ of 6000 kg/m³, the thickness resonance of a 0.5 mm plate is near 3.2 MHz, and that of a single 500 nm domain is near 3.2 GHz. This is only a scale, because the strains freed below have other stiffnesses. The alternating γ, with 37.5 GPa, resonates at 2.5 GHz. The alternating s, with 207.5 GPa raised to 276 GPa by the condition D_n = 0, resonates at 6.8 GHz. Well below the resonances of the whole sample the mean stress can relax. Well above the resonance of a domain the strain can hardly follow, apart from overtones, and both means hold approximately with clamped constants: 1130 and 117. In between, the mean strain is zero but neighbouring domains may still deform oppositely. For a field along n this frees only γ. With E₃ = E_n/√2 it adds

3.7²/(2 × 37.5 × 8.854 × 10⁻³) ≈ 21,

which gives 1151. For a field along t only s is free, and the full calculation gives 120. These frequencies are estimates of scale, and the input constants are taken as independent of frequency.

A larger uncertainty comes from the walls. The polarization component along t jumps by √2P_s across a wall, while the component along n does not jump. To first order, then, a field along t favours one twin over the other and pushes the walls, and a field along n does not. Let the domain width be w, and let neighbouring walls move in opposite directions by u, so that the first twin widens to w + 2u in a period 2w. Its fraction becomes f = 1/2 + u/w, and the mean polarization is

⟨P_t⟩ = (2f − 1)P_s/√2 = √2P_su/w.

This equals the dielectric displacement ε0ε_tE_t, and so doubles the apparent permittivity, when

u = ε0ε_tE_tw/(√2P_s).

For w = 500 nm, P_s = 26 μC/cm² and a field of 0.1 kV/cm, with ε_t = 264, u is 0.032 nm, less than the spacing of atoms. It is an average over the wall area and may come from a few segments that move much farther. The harmonic mean thus needs walls that are firmly pinned, or a frequency too high for them to follow. The arithmetic mean is not exposed to this effect at first order in the field.

Unequal fractions matter less as long as they stay close to one half. The following values are for purely dielectric layers with the stress-free constants. At f = 0.45 the factor 4f(1 − f) is 0.99, and with ⟨E_n⟩ = 0 the permittivity along t rises from 264 to 284. An off-diagonal component of magnitude 212 appears, about three quarters of the permittivity along t. At f = 0.3 the permittivity along t is already 583, more than twice the harmonic mean.

Two corrections concern the angle of the polar axis and can be treated together. Let the stack consist of mirror pairs of layers with polar axes at angles ±θ to n, where θ may vary from pair to pair. In each layer

ε_nn = ε_c cos²θ + ε_a sin²θ,

and the determinant ε_nnε_tt − ε_nt² equals ε_aε_c. Solving for E_n and D_t as before gives

E_n = (D_n/ε0 − ε_ntE_t)/ε_nn,
D_t/ε0 = (ε_aε_c/ε_nn)E_t + (ε_nt/ε_nn)D_n/ε0.

The terms in ε_nt are odd in θ and cancel within each pair. Therefore

1/ε_n = ⟨1/ε_nn⟩,  ε_t = ε_aε_c⟨1/ε_nn⟩.

The product ε_nε_t is again ε_aε_c. A finite-element solution for ε_a = 900, ε_c = 100 and angles of ±10°, ±30°, ±45° and ±70° agreed with both formulas to within 10⁻⁵.

The first correction is the tetragonal tilt. With lattice parameters a and c, the wall contains the diagonal of the a × c cell face, and its normal makes an angle θ with the polar axis given by tan θ = c/a. For c/a = 1.01, sin²θ exceeds 1/2 by 0.005. This raises ε_nn by 0.005 × (4376 − 136) ≈ 21, or 0.9%, and in purely dielectric layers it lowers ε_t by about the same percentage.

The second correction is the thickness of the walls, taken roughly as 5 nm, or 1% of the domain width. As a crude model, let the polar axis rotate uniformly from +45° to −45° through n inside the wall, with ε_a and ε_c unchanged. In a real wall P_n stays nearly constant, which avoids bound charge, so the magnitude of the polarization is smaller in the middle and the two permittivities change there. The model therefore gives only a scale. The average over the wall is

⟨1/ε_nn⟩_wall = (2/π)∫dθ/(ε_c cos²θ + ε_a sin²θ)
= [4/(π√(ε_aε_c))] arctan√(ε_a/ε_c),

with the integral from −π/4 to π/4. It is evaluated by the substitution x = tan θ, which turns the integrand into 1/(ε_c + ε_ax²). The result is 0.0023, about 5.2 times 1/2256. One per cent of wall thus raises ⟨1/ε_nn⟩ by 4.2%, so that ε_n falls by 4.0% and ε_t rises by 4.2%. These figures are for purely dielectric layers. With the elastic coupling included, the same wall model gives −4.8% and +5.3%, and the tilt lowers ε_t by 1.5%. A wall that is itself softer or stiffer than the domains would change these figures again.

Electrodes introduce another length. For a field along n they lie parallel to the walls, and the dielectric solution with E_t = 0 meets them without adjustment. For a field along t they cut the walls. A metal surface requires E_n = 0 there, which conflicts with the alternating normal field, so a boundary region forms. A finite-element solution for purely dielectric twins with the stress-free constants shows that it acts as if the plate thickness h were reduced by a length ℓ:

ε_apparent = ε_t h/(h − ℓ),  ℓ ≈ 0.7w.

The length includes both electrodes. Its values for plates four and eight domain widths thick agreed within 1%, and halving the mesh changed it by 3.5%. The field is singular where a wall meets an electrode, so convergence is slow. On further refinement ℓ falls towards 0.68w, which changes the film value below from 320 to 318. In the 0.5 mm plate the effect is 0.07%. In a film four domain widths thick the apparent permittivity is about 320 instead of 264. If the film is much thinner than a domain is wide, the electrodes suppress E_n nearly everywhere, and the response along t approaches ε_tt = m. The harmonic mean thus belongs to samples many domains thick.

The remaining effects are small here or confined to low frequency. A field of 0.1 kV/cm along n turns the polarization by ε0ε_aE/(√2P_s), or 1.1 mrad, so linear response is reasonable. With an isotropic conductivity σ, the quantity continuous at a wall is σE_n + iωD_n, so m is replaced by m − iσ/(ωε0) in the formulas above. For ε_a much larger than ε_c, the loss along t then equals the displacement near σ/(2πε0ε_c). For σ = 10⁻¹⁰ S/m, a value that varies widely between samples, this is 0.013 Hz. The alternating normal field survives to a lower frequency, about σ/(2πε0m) = 0.0008 Hz. Only below that is it the conduction current, and not D_n, that is nearly continuous, and the real part of the permittivity along t then rises towards m. The two means also respond differently to an error in ε_a, such as one caused by a change of temperature. In purely dielectric layers with ε_c held fixed, a 20% rise of ε_a raises ε_n by 19.4% and ε_t by 0.5%. With elastic coupling, the change along t also depends on which of the constants behind ε_a has changed.

Set beside real barium titanate, the single-domain constants of the example have the right rough size: a few thousand across the polar axis and somewhat above one hundred along it. Domain widths depend strongly on the sample, and 500 nm is only a convenient value. For a 0.5 mm plate with electrodes parallel to the walls, the model gives a capacitance of 4.0 nF/cm². For one with electrodes perpendicular to t it gives 0.47 nF/cm², or about 0.36 nF/cm² once the elastic coupling is included. An assumption that can easily fail in a real crystal is that of fixed walls. Its failure raises the capacitance along t, and the mean wall shift of 0.032 nm found above for a field of 0.1 kV/cm is enough to double the value of 0.47 nF/cm². A measured permittivity along t well above the harmonic mean would therefore not contradict the dielectric argument. It could come from moving walls, unequal fractions or a thin sample. Varying the frequency, a bias field and the thickness can help to tell these apart. The values used here are collected in the numerical output below.

Calculated quantities

```
Rough inputs, barium titanate at room temperature
clamped eps_a: 2200
clamped eps_c: 60
c11 c12 c13 c33 c44 c66: 220.0 110.0 110.0 150.0 60.0 130.0 GPa
e31 e33 e15: -0.7 6.7 34.0 C/m2
spontaneous polarization: 26 uC/cm2
c/a: 1.01
domain width: 500 nm
wall thickness: 5 nm
plate thickness: 0.5 mm
applied field: 0.1 kV/cm
density: 6000 kg/m3
conductivity: 1e-10 S/m
Main results, stress-free single-domain constants
eps_a: 4376
eps_c: 136
m: 2256
q: -2120
eps_n, arithmetic mean: 2256
eps_t, harmonic mean: 263.8
eps_n/eps_t: 8.552
local |E_n| for field along t: 0.094 kV/cm
angle of local field from t: 43.2 deg
capacitance per area, field along n: 4 nF/cm2
capacitance per area, field along t: 0.467 nF/cm2
Piezoelectric coupling
eps_n, coupled twins, zero mean stress: 2256
eps_t, coupled twins, zero mean stress: 201.1
change of eps_t by coupling: -23.8 %
eps_n, coupled twins, zero mean strain: 1151
eps_t, coupled twins, zero mean strain: 120.1
arithmetic mean of clamped constants: 1130
harmonic mean of clamped constants: 116.8
shear resonance of plate: 3.2 MHz
shear resonance of one domain: 3.2 GHz
Other neglected effects
wall shift that doubles eps_t: 0.032 nm
eps_t at fraction 0.45: 283.7
eps_nt at fraction 0.45: 212
change of eps_n by tetragonal tilt: 0.94 %
change of eps_n by wall thickness: -4 %
change of eps_t by wall thickness: 4.2 %
electrode offset length / domain width: 0.7
offset change on halving mesh: -3.5 %
electrode change of eps_t, plate: 0.07 %
apparent eps_t, film 4 domain widths thick: 3.2e+02
polarization rotation, field along n: 1.1 mrad
leakage frequency, using eps_c: 0.013 Hz
change of eps_n for eps_a +20%: 19.4 %
change of eps_t for eps_a +20%: 0.5 %
```
